\section*{Why contracted basis sets distort the isotropic coupling of nitrogen}

\section*{The question}

The free nitrogen atom has three unpaired electrons, all in 2p orbitals, and a 2p orbital vanishes at the nucleus. Its isotropic hyperfine coupling measures the spin density at that point. Suppose the coupling is computed twice by unrestricted Hartree--Fock (UHF), first with a standard contracted Gaussian basis and then with the same primitive Gaussians set free. The energy hardly moves. Why can the coupling change by a factor of two, or even change sign?

\section{The mechanism}

The 1s and 2s shells are doubly occupied, and in a restricted calculation, where both spins share one spatial orbital, their spin densities cancel at every point. The coupling is then zero. It appears when the two spins may have different orbitals. The 2p electrons all have spin $\alpha$, and exchange acts between equal spins, so an $\alpha$ electron in 1s or 2s feels an attraction that its $\beta$ partner does not. The two partners take slightly different radial shapes: the shell breathes differently for the two spins.

At the nucleus the responses of the two shells have opposite signs. A picture that fits the signs found below is that the 2p cloud lies outside the 1s shell and draws $\alpha$ density outward, away from the nucleus, while the more extended 2s shell is drawn partly inward. The coupling is what remains of two larger terms, so an error in one of them is magnified in the result.

A contracted function is a sum of primitives with frozen coefficients. Those of the core function are chosen to give a good 1s orbital, one shape for both spins. To make the $\alpha$ and $\beta$ cores differ, the calculation must mix in some other s function. In a basis with one core function and a split valence shell the others are valence functions, and these reproduce a change of shape at core radii poorly. The core is not completely rigid, since it can mix with the valence functions, so the coupling need not vanish. It is the response that is wrong.

\section{From spin density to coupling}

The nucleus is a point and relativity is neglected. The quartet state has $S=3/2$ and no orbital angular momentum. Let $\rho_s=\rho_\alpha-\rho_\beta$ be the spin density in the state $M_S=S$. Three equally occupied 2p orbitals give a spherical density, so $\rho_s$ depends on $r$ alone.

With $g_e>0$, the electron moment is opposite to its spin. The density of $s_z$ is $\rho_s/2$, which gives a magnetization along $z$,
\begin{equation}
M(r)=-\tfrac12 g_e\mu_B\,\rho_s(r).
\end{equation}
Its equivalent current density is
\begin{equation}
\mathbf J=\nabla\times(M\hat{\mathbf z})=M'(r)\,\hat{\mathbf r}\times\hat{\mathbf z}
=-M'(r)\sin\theta\,\hat{\boldsymbol\varphi}.
\end{equation}
The current through the area element $r\,dr\,d\theta$ forms a ring of radius $r\sin\theta$, every point of which is at distance $r$ from the nucleus. A ring of current $I$ and radius $a$ produces on its axis, at distance $d$ from the wire, the field $\mu_0Ia^2/(2d^3)$. Adding the rings gives
\begin{align}
B&=\frac{\mu_0}{2}\int_0^\infty\!\!dr\int_0^\pi\!\!d\theta\;
\bigl[-M'(r)\sin\theta\bigr]\,r\,\frac{r^2\sin^2\theta}{r^3}\nonumber\\
&=\frac{\mu_0}{2}\,M(0)\int_0^\pi\sin^3\theta\,d\theta
=\frac23\,\mu_0M(0),
\end{align}
because $M$ vanishes at infinity and the angular integral is $4/3$.

The nuclear moment along $z$ is $g_N\mu_NM_I$, and its energy in this field is
\begin{equation}
E=-g_N\mu_NM_IB=\frac{\mu_0}{3}g_e\mu_Bg_N\mu_N\,\rho_s(0)\,M_I .
\end{equation}
The spin Hamiltonian $hA\,\mathbf S\cdot\mathbf I$ gives $hA\,S\,M_I$ for the same state, so
\begin{equation}
A=\frac{\mu_0\,g_e\mu_B\,g_N\mu_N}{3Sh}\,\rho_s(0).
\label{eq:A}
\end{equation}
This identification assumes a pure spin state. A UHF determinant has an admixture of higher spin, which is left uncorrected here. Its weight is small, of second order in the polarization, but its effect on the coupling is of first order, like the coupling itself, and need not be small.

\section{How the s shells respond}

In atomic units, let $\bar F$ be the spin-averaged Fock operator of the restricted open-shell solution. There the spin density belongs to 2p alone, and
\begin{equation}
F_\alpha=\bar F-\tfrac12\hat K,\qquad F_\beta=\bar F+\tfrac12\hat K,
\end{equation}
\begin{equation}
(\hat Kf)(\mathbf r)=\sum_{m}\varphi_{2p_m}(\mathbf r)
\int\frac{\varphi_{2p_m}(\mathbf r')f(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' .
\end{equation}
The expectation value $\langle f|\hat K|f\rangle$ is twice the sum of the Coulomb self-energies of the charge distributions $\varphi_{2p_m}f$ and is positive. The term $-\frac12\hat K$ is therefore an attraction for spin $\alpha$.

Let $i$ denote 1s or 2s and $a$ an empty s orbital, all real eigenfunctions of $\bar F$, and let $K_{ai}=\langle a|\hat K|i\rangle$. First-order perturbation theory for spin $\alpha$ gives the admixture of empty orbitals
\begin{equation}
\delta\varphi_i^\alpha=-\sum_a\varphi_a\frac{-\frac12K_{ai}}{\varepsilon_a-\varepsilon_i}
=\frac12\sum_a\varphi_a\frac{K_{ai}}{\varepsilon_a-\varepsilon_i},
\end{equation}
and $\delta\varphi_i^\beta=-\delta\varphi_i^\alpha$. The difference between the two spins is the breathing function
\begin{equation}
\eta_i(r)=\delta\varphi_i^\alpha-\delta\varphi_i^\beta
=\sum_a\varphi_a(r)\frac{K_{ai}}{\varepsilon_a-\varepsilon_i}.
\label{eq:eta}
\end{equation}

The perturbation also mixes 1s with 2s. For spin $\alpha$ this changes the density at the nucleus by
\begin{equation}
\varphi_{1s}(0)\varphi_{2s}(0)\,K_{1s,2s}\left[
\frac{1}{\varepsilon_{2s}-\varepsilon_{1s}}+\frac{1}{\varepsilon_{1s}-\varepsilon_{2s}}\right]=0,
\end{equation}
as it must, since rotating occupied orbitals among themselves leaves their total density unchanged. What remains, to first order, is
\begin{align}
\rho_s(0)&\simeq\sum_i\Bigl\{\bigl[\varphi_i+\tfrac12\eta_i\bigr]^2
-\bigl[\varphi_i-\tfrac12\eta_i\bigr]^2\Bigr\}_{r=0}\nonumber\\
&=2\sum_i\varphi_i(0)\,\eta_i(0).
\label{eq:first}
\end{align}
This separates the coupling into a 1s part and a 2s part. It holds the average field fixed, whereas in UHF the field itself reacts to the polarization.

Equation~\eqref{eq:eta} shows why the core is demanding. Its denominators are $\varepsilon_a+|\varepsilon_{1s}|$, and they grow little until $\varepsilon_a$ becomes comparable with the core binding energy. Energy denominators therefore do not suppress empty orbitals of high energy, with structure at core radii, as strongly for 1s as they do for 2s. A basis with one core function and a split valence shell has a single empty s orbital, which in the two cases below lies near 1~hartree, far under the core binding energy.

\section{What the number of s functions permits}

Let the basis contain $n$ independent s functions, collected in the column $\mathbf g(\mathbf r)$, with overlap matrix $\mathbf O$. The s orbitals of spin $\sigma$, occupied and empty, have a square coefficient matrix $\mathbf C_\sigma$ with $\mathbf C_\sigma^{T}\mathbf O\mathbf C_\sigma=\mathbf 1$. Hence $\mathbf C_\sigma^{-1}=\mathbf C_\sigma^T\mathbf O$ and $\mathbf C_\sigma\mathbf C_\sigma^T=\mathbf O^{-1}$, so that
\begin{equation}
\sum_{\text{all }p}|\varphi_{p\sigma}(\mathbf r)|^2
=\mathbf g^T\mathbf C_\sigma\mathbf C_\sigma^T\mathbf g
=\mathbf g^T\mathbf O^{-1}\mathbf g .
\end{equation}
The right side does not depend on spin. Subtracting the $\beta$ sum from the $\alpha$ sum gives zero, and therefore
\begin{equation}
\rho_s(0)=\sum_{\text{empty}}|\varphi_{a\beta}(0)|^2
-\sum_{\text{empty}}|\varphi_{a\alpha}(0)|^2 .
\end{equation}

\textbf{Two functions.} In a minimal basis the two occupied s orbitals exhaust the space. There is no empty s orbital, and $\rho_s(0)=0$, however strong the exchange.

\textbf{Three functions.} This is the case of one core function and a split valence shell. The occupied s orbitals of each spin span a plane in a three-dimensional space. Two such planes share at least a line, because $2+2-3=1$. So one combination of 1s and 2s is identical for both spins, and at most one pair can polarize.

To see which combination is locked, let $\chi$ be the single empty orbital. Equation~\eqref{eq:eta} then reduces to
\begin{equation}
\eta_{1s}=t_1\chi,\quad \eta_{2s}=t_2\chi,\qquad
t_i=\frac{K_{\chi i}}{\varepsilon_\chi-\varepsilon_i}.
\end{equation}
Core and valence are forced to breathe with the same function, and just the amplitudes differ. The combination $t_2\varphi_{1s}-t_1\varphi_{2s}$ has zero response. If $|t_1|\ll|t_2|$, as the large core denominator favours, the locked combination is nearly the 1s orbital.

\textbf{Four or more functions.} Counting no longer forbids two polarized pairs. Whether the core responds properly now depends on the shapes of the empty functions.

For any $n$ the polarization can be resolved into pairs. Rotate the occupied s orbitals of each spin among themselves until $\langle a_i|b_j\rangle=\delta_{ij}\cos\theta_i$, with $a_i$ of spin $\alpha$ and $b_i$ of spin $\beta$; a singular value decomposition of the $2\times2$ overlap matrix does this. Then $a_i=b_i\cos\theta_i+u_i\sin\theta_i$, where $u_i$ is normalized and orthogonal to both $b$ orbitals. For small angles
\begin{equation}
\rho_s(0)=\sum_i\bigl[a_i^2(0)-b_i^2(0)\bigr]\simeq2\sum_i\theta_i\,b_i(0)\,u_i(0).
\label{eq:pairs}
\end{equation}
A locked pair has $\theta_i=0$ and contributes nothing.

\section{The numbers for nitrogen}

\subsection*{The reference}

For $^{14}$N the nuclear $g$ factor is taken as 0.4038. The prefactor in Eq.~\eqref{eq:A} is then 107.712~MHz\,$a_0^3$. A large uncontracted set of 25 s and 13 p functions gives $\rho_s(0)=0.1872\,a_0^{-3}$, so
\begin{equation}
A=107.712\times0.1872\ \text{MHz}=20.16\ \text{MHz}.
\end{equation}
A set of 21 s and 11 p functions, with different exponents, agrees within 0.01~MHz. Both sets end at a similar tightest s exponent, below $10^7$, and share a small cusp error: extending the s exponents to about $10^9$ raises $\rho_s(0)$ to $0.1874\,a_0^{-3}$ and $A$ to 20.19~MHz. The value 20.16~MHz serves as the UHF limit below and is low by about 0.03~MHz, which can move the last digit of the primitive errors by one. For the smaller of the two sets, integrating the ring currents of the computed spin density gives a field of $-9.82$~T at the nucleus, and from it the same coupling as the contact formula, which checks the algebra leading from the sum over rings to Eq.~\eqref{eq:A}, including the factor $2/3$; the signs of the moment and of the current enter both sides as derived above.

\subsection*{Contracted and uncontracted sets}

In the table, $n$ is the number of contracted s functions and couplings are in MHz. The contraction error is the contracted minus the uncontracted value; the primitive error is the uncontracted value minus the UHF limit.

\begin{center}
\begin{tabular}{lccccc}
basis & $n$ & contr. & uncontr. & contraction & primitive\\
 & & $A$ & $A$ & error & error\\
6-31G & 3 & 33.0 & 15.7 & $+17.2$ & $-4.4$\\
6-311G & 4 & 19.1 & 17.1 & $+2.0$ & $-3.0$\\
cc-pVDZ & 3 & 30.0 & 14.6 & $+15.4$ & $-5.6$\\
cc-pVTZ & 4 & $-3.6$ & 17.6 & $-21.2$ & $-2.6$
\end{tabular}
\end{center}

STO-3G, with $n=2$, gives zero to numerical precision, as the counting requires. The sets with $n=3$ are too high by about half or more of the limit. The larger cc-pVTZ set is worse than cc-pVDZ and has the wrong sign, so a fourth s function lifts the counting restriction without ensuring a good coupling. Which shell responds wrongly in this set was not examined.

Contracted 6-311G lies 1.0~MHz below the limit, closer than its own uncontracted form. This is a cancellation of errors: $+2.0$~MHz from contraction against $-3.0$~MHz from the finite set of primitives. One good value of this kind is no evidence of convergence.

The uncontracted results lie together, between 14.6 and 17.6~MHz, all of them below the limit. Their remaining errors, 13 to 28 per cent of the limit, belong to the choice of primitives. Uncontraction removes the frozen coefficients but adds no missing exponents.

\subsection*{The locked core}

In contracted 6-31G the valence-like pair has an angle of 67.8~mrad and the core-like pair an angle of zero within rounding. The locked orbital is 99.8 per cent 1s. When the primitives are freed, the core-like angle becomes 2.55~mrad. That small rotation contributes $-35.1$~MHz, while the valence-like pair, at 72.0~mrad, contributes $+50.9$~MHz. Their sum is the 15.7~MHz of the table.

Equation~\eqref{eq:pairs} shows how so small an angle can matter. Dividing each contribution by the prefactor and by its angle gives the spin density per radian:
\begin{align}
\text{core-like:}&\quad \frac{-35.1}{107.7\times0.00255}\,a_0^{-3}\approx-128\,a_0^{-3},\\
\text{valence-like:}&\quad \frac{50.9}{107.7\times0.0720}\,a_0^{-3}\approx6.6\,a_0^{-3}.
\end{align}
Per unit of rotation the core-like pair is about twenty times as effective, because the product $b_i(0)u_i(0)$ is so much larger for it.

The first-order formula, Eq.~\eqref{eq:first}, shows the same defect shell by shell. In contracted cc-pVDZ the 1s part is $-8.4$~MHz and the 2s part $+25.3$~MHz. With free primitives they become $-46.0$ and $+38.2$~MHz. Both parts change, but the core part grows more than fivefold. The contracted core is thus not silent: it responds through the one available function $\chi$, at 1.05~hartree, and obtains less than a fifth of its first-order response.

These first-order sums are not usable as couplings. In the set of 21 s functions the parts are $-48.2$ and $+40.4$~MHz, with a sum of $-7.7$~MHz, while UHF gives $+20.2$~MHz. The difference comes from what first order in a fixed field omits, namely the reaction of the field to the polarization and the higher orders. With two terms that nearly cancel, this omission is enough to reverse the sign. Equation~\eqref{eq:first} explains the mechanism and does not replace the self-consistent calculation.

\subsection*{Two experiments on the cause}

The first experiment frees one type of function at a time. For cc-pVDZ, freeing the s primitives alone gives 14.5~MHz, against 14.6~MHz when s and p are both free. Freeing p alone gives 30.0~MHz, the contracted value. 6-31G behaves in the same way, with 15.9~MHz for s alone and 32.9~MHz for p alone. In these two sets the contraction error lies in the s functions.

The second experiment keeps the large basis of 21 s functions but pins the 1s orbital to its restricted shape for both spins. This is done by adding a strongly attractive projector on that orbital to the one-electron Hamiltonian; the energy is afterwards evaluated without it. Everything else remains free. The coupling rises from 20.2 to 70.8~MHz, so releasing the core contributes $-50.7$~MHz, two and a half times the final result in magnitude. The projector has finite strength; an exact constraint shifts both numbers by 0.1~MHz. The value also depends on which occupied combination is pinned. Here it is the 1s eigenfunction of $\bar F$; rotating it by $\pm0.02$~rad into 2s gives about 65 or 76~MHz for the pinned coupling, at energy costs of 0.09 and 0.24~millihartree.

Pinning the core raises the energy by a mere 0.14~millihartree. The reason is the variational principle. Let $x$ measure a small departure of the orbitals from the UHF minimum. Then
\begin{equation}
E=E_0+\tfrac12kx^2,\qquad \rho_s(0)=\rho_0+cx,
\end{equation}
with constants $k>0$ and $c$. The energy error is quadratic in $x$ and the error of the spin density is linear. Contracted sets show the same contrast: freeing the cc-pVTZ primitives lowers the energy by 0.12~millihartree and moves the coupling by 21.2~MHz. A contraction that is excellent for the energy may still be unfit for this property.

\section{Where the argument applies}

The counting theorem concerns a single atom with two occupied s orbitals per spin. In a molecule, functions on neighbouring atoms enlarge the space, and strict locking need not survive. Those functions are smooth at the nucleus in question, however, and are poorly suited to describing a change of shape at core radii. One may expect the defect to persist there, though the atomic results do not prove it.

The size of the relative error depends on how the coupling arises. If an unpaired electron occupies an orbital with s character at the nucleus, $\rho_s(0)$ has a direct term already in the restricted description. Where that term dominates, a faulty core response is a correction to a large number, although the direct term has a basis error of its own. Nitrogen is the opposite limit, in which the direct term is zero and polarization is the whole effect.

Adding pure, five-component d functions changes nothing in this calculation. The mean field of the quartet is spherical and does not mix different angular momenta, so d functions stay empty; adding them to uncontracted cc-pVDZ left $\rho_s(0)$ unchanged within the test tolerance of $10^{-5}\,a_0^{-3}$. In a correlated calculation they do take part. Six-component Cartesian d shells, the usual form of 6-31G*, are a different case: the combination $x^2+y^2+z^2$ is an s function and raises $n$ by one. With it the contracted 6-31G* coupling is 6.9~MHz instead of 33.0~MHz, contracted cc-pVDZ gives 2.8 instead of 30.0~MHz, and uncontracted cc-pVDZ gives 12.7 instead of 14.6~MHz.

Finally, 20.2~MHz is the limit of one approximation. The measured coupling is roughly 10~MHz. UHF leaves out electron correlation, which can shift a balance between large opposing terms; relativity and the finite size of the nucleus are also absent. Nor is the UHF state a pure quartet. In the set of 21 s functions the higher spins have a weight of only 0.16 per cent, yet projecting them out lowers the coupling from 20.2 to 12.8~MHz. A contracted result closer to the measured value would not be a better one, because its basis error would merely be offsetting an error of the method. The basis has to be converged first, with free s primitives and a sufficient range of exponents, before the method can be judged. The numerical output gives the densities, energies and couplings for each set.

\section*{Numbers as computed}
\begin{verbatim}
nuclear g factor of 14N (input): 0.4038
A per unit spin density at nucleus: 107.712 MHz a0^3
large set 21s11p: E = -54.404460 hartree, rho_s(0) = 0.18715 a0^-3, A = 20.158 MHz
large set 25s13p: E = -54.404543 hartree, rho_s(0) = 0.18720 a0^-3, A = 20.164 MHz
Biot-Savart field at nucleus (21s11p, M_S=3/2): -9.8236 T, giving A = 20.158 MHz
STO-3G: s functions = 2, |A| below 1e-6 MHz: True
6-31g contracted: 3 s, E = -54.385008 hartree, rho_s(0) = 0.30597 a0^-3, A = 32.956 MHz
6-31g uncontracted: 10 s, E = -54.386935 hartree, rho_s(0) = 0.14610 a0^-3, A = 15.737 MHz
6-311g contracted: 4 s, E = -54.397980 hartree, rho_s(0) = 0.17774 a0^-3, A = 19.145 MHz
6-311g uncontracted: 11 s, E = -54.398256 hartree, rho_s(0) = 0.15901 a0^-3, A = 17.127 MHz
cc-pvdz contracted: 3 s, E = -54.391115 hartree, rho_s(0) = 0.27837 a0^-3, A = 29.984 MHz
cc-pvdz uncontracted: 9 s, E = -54.391307 hartree, rho_s(0) = 0.13552 a0^-3, A = 14.598 MHz
cc-pvtz contracted: 4 s, E = -54.400686 hartree, rho_s(0) = -0.03327 a0^-3, A = -3.584 MHz
cc-pvtz uncontracted: 10 s, E = -54.400805 hartree, rho_s(0) = 0.16349 a0^-3, A = 17.610 MHz
largest deviation from UHF limit: contracted 23.747 MHz, uncontracted 5.566 MHz
6-31g contracted pair angles: valence-like 67.833, core-like 0.0000 mrad; 1s weight of core-like 0.99816
   A from valence-like pair 32.956, core-like pair 0.000 MHz
6-31g uncontracted pair angles: valence-like 72.042, core-like 2.5476 mrad; 1s weight of core-like 0.99835
   A from valence-like pair 50.882, core-like pair -35.144 MHz
cc-pvdz contracted pair angles: valence-like 63.530, core-like 0.0000 mrad; 1s weight of core-like 0.99784
   A from valence-like pair 29.984, core-like pair 0.000 MHz
cc-pvdz uncontracted pair angles: valence-like 66.755, core-like 2.2639 mrad; 1s weight of core-like 0.99794
   A from valence-like pair 49.160, core-like pair -34.562 MHz
first order, 6-31g contracted: 1s -8.459, 2s 27.032, sum 18.573 MHz; lowest empty s at 0.988 hartree
first order, cc-pvdz contracted: 1s -8.413, 2s 25.270, sum 16.857 MHz; lowest empty s at 1.048 hartree
first order, cc-pvdz uncontracted: 1s -45.958, 2s 38.166, sum -7.792 MHz; lowest empty s at 0.976 hartree
first order, large 21s11p: 1s -48.193, 2s 40.445, sum -7.747 MHz; lowest empty s at 0.118 hartree
6-31g: only s uncontracted A = 15.945 MHz, only p uncontracted A = 32.895 MHz
cc-pvdz: only s uncontracted A = 14.532 MHz, only p uncontracted A = 30.003 MHz
large set, 1s pinned: A = 70.845 MHz; core breathing adds -50.687 MHz
energy cost of pinning 1s: 0.1408 millihartree
\end{verbatim}
